# Hyperfine constants of a d9 ion with an x2-y2 hole

## 1. Definitions and conventions

A d$^9$ ion has one hole in its d shell and total spin $S=1/2$. Let the surroundings be axial with a fourfold axis $z$, and let the hole sit in the real orbital $x^2-y^2$. The lowest Kramers doublet is described by the spin Hamiltonian

$$H_{\rm spin}=\mu_B\,\mathbf B\cdot g\cdot\mathbf S+\mathbf S\cdot A\cdot\mathbf I ,$$

where $\mathbf S$ acts within the doublet and $\mathbf I$ is the nuclear spin. Angular momenta are dimensionless. The tensors have components $g_\parallel,A_\parallel$ along $z$ and $g_\perp,A_\perp$ across it. We write $\delta g=g-g_e$ with $g_e\approx 2.0023$. The nuclear moment is $g_N\mu_N\mathbf I$, and the hyperfine scale is

$$P=\frac{\mu_0}{4\pi}\,2\mu_B g_N\mu_N\langle r^{-3}\rangle .$$

The result to be derived is

$$A_\parallel=P\left(-\kappa-\tfrac47+\delta g_\parallel+\tfrac37\delta g_\perp\right),\qquad
A_\perp=P\left(-\kappa+\tfrac27+\tfrac{11}{14}\delta g_\perp\right).$$

It holds to first order in the spin-orbit constant $\zeta$ divided by the orbital gaps, for pure d orbitals with one common radial function. The number $\kappa$ describes the spin density at the nucleus. A d orbital vanishes there, so $\kappa$ is a parameter of the model and is not predicted by it.

## 2. The magnetic field at the nucleus

The coupling energy is $-g_N\mu_N\mathbf I\cdot\mathbf B$, with $\mathbf B$ the field that the electrons produce at the nucleus, which we put at the origin.

**Orbital motion.** An electron of charge $-e$ at $\mathbf r$ with velocity $\mathbf v$ gives, by the Biot-Savart law,

$$\mathbf B=\frac{\mu_0}{4\pi}(-e)\frac{\mathbf v\times(-\mathbf r)}{r^3}
=-\frac{\mu_0}{4\pi}\,e\,\frac{\mathbf r\times\mathbf v}{r^3}
=-\frac{\mu_0}{4\pi}\,2\mu_B\frac{\mathbf l}{r^3},$$

because $m_e\mathbf r\times\mathbf v=\hbar\mathbf l$ and $\mu_B=e\hbar/2m_e$. The two minus signs cancel in the energy, and the radial average gives $+P\,\mathbf l\cdot\mathbf I$.

**Spin dipole.** The spin moment is $-g_e\mu_B\mathbf s$. A moment $\mathbf m$ at $\mathbf r\neq0$ produces $(\mu_0/4\pi)[3(\mathbf m\cdot\hat r)\hat r-\mathbf m]/r^3$ at the origin. The energy is therefore

$$\frac{g_e}{2}P\,[\,3(\mathbf s\cdot\hat r)(\hat r\cdot\mathbf I)-\mathbf s\cdot\mathbf I\,].$$

From here on $g_e/2$ is set to 1 in this term. The effect of doing so is given in Section 9.

**Contact term.** For spin density at the origin itself the dipole expression is not enough. Take a spherical magnetization $n(r)\hat z$. Its current is $\nabla\times(n\hat z)=n'(r)\,\hat r\times\hat z$, and the field at the origin, in units of $\mu_0/4\pi$, is

$$B_z=\int n'(r)\,\big[(\hat r\times\hat z)\times(-\hat r)\big]_z\frac{dV}{r^2}
=\int_0^\infty n'\,dr\int(\cos^2\theta-1)\,d\Omega=\frac{8\pi}{3}n(0).$$

Here $(\hat r\times\hat z)\times(-\hat r)=\hat r\cos\theta-\hat z$, the angular integral is $-8\pi/3$, and the radial one is $-n(0)$. The contact energy is thus

$$\frac{\mu_0}{4\pi}\frac{8\pi}{3}g_e\mu_Bg_N\mu_N\,\delta(\mathbf r)\,\mathbf s\cdot\mathbf I .$$

Let $\rho_s(0)$ be the up-minus-down density at the nucleus in the state $M_S=1/2$. The sum of $\delta(\mathbf r)s_z$ over the electrons has the mean value $\rho_s(0)/2$, which is $\rho_s(0)M_S$. The contact part of the spin Hamiltonian is then $-\kappa P\,\mathbf S\cdot\mathbf I$ with

$$\kappa=-\frac{8\pi}{3}\,\frac{g_e}{2}\,\frac{\rho_s(0)}{\langle r^{-3}\rangle}.$$

A positive $\kappa$ means that the spin density at the nucleus is opposite to the total spin. Such density comes from s-type electrons that the open d shell polarizes.

## 3. From nine electrons to one hole

Let $a_i$ remove an electron from spin-orbital $i$ of the filled shell, giving the nine-electron state $|i)=a_i|{\rm full}\rangle$. For a one-electron operator $O=\sum_{pq}o_{pq}a_p^\dagger a_q$ we use $a_p^\dagger a_q=\delta_{pq}-a_qa_p^\dagger$. Since $a_p^\dagger|{\rm full}\rangle=0$, we have $a_p^\dagger a_j|{\rm full}\rangle=\delta_{pj}|{\rm full}\rangle$, and

$$(i|O|j)=\delta_{ij}\,{\rm Tr}\,o-o_{ji}.$$

An operator with zero trace is represented by $-o^T$. This has four consequences.

- The total momenta are $L_k=-l_k^T$ and $S_k=-s_k^T$. In real orbitals $l_k$ is imaginary and antisymmetric, so $L_k$ has the same matrix as $l_k$. The $S_k$ obey the usual spin commutation rules.
- The spin-orbit energy $\zeta\sum\mathbf l\cdot\mathbf s$ becomes $-\zeta\sum_k l_k^Ts_k^T=-\zeta\,\mathbf L\cdot\mathbf S$. For the hole the coupling constant is $\lambda=-\zeta$.
- Write the dipolar operator as $\sum_{kj}I_k\,q_{kj}s_j$ with $q_{kj}=3\hat r_k\hat r_j-\delta_{kj}$. The matrix of $q_{kj}$ is real and symmetric, so $-(q_{kj}s_j)^T=q_{kj}(-s_j^T)=q_{kj}S_j$. The hole carries the dipolar coupling with an unchanged sign.
- Crystal-field energies change sign. The hole's ground orbital is the highest electron orbital, here $x^2-y^2$, and its excitation energies are positive.

The Coulomb repulsion within the shell does not disturb this picture. The ten states form a single $^2D$ term, on which a rotationally invariant operator is a constant.

The problem is now that of one particle with

$$V=\lambda\,\mathbf L\cdot\mathbf S,\qquad H_{\rm hf}=P\sum_kI_k\Big(L_k+\sum_jq_{kj}S_j-\kappa S_k\Big).$$

Let $\Delta_1$ be the gap to $xy$ and $\Delta_2$ the gap to $xz$ and $yz$.

## 4. Zeroth order: the shape of the hole

On the unit sphere the orbitals are

$$|0\rangle=\tfrac N2(x^2-y^2),\quad |xy\rangle=Nxy,\quad |xz\rangle=Nxz,\quad |yz\rangle=Nyz,\qquad N^2=\frac{15}{4\pi}.$$

The sixth-order averages over the sphere that we need are $\overline{x^4z^2}=3/105$ and $\overline{x^2y^2z^2}=1/105$. Hence

$$\langle z^2\rangle_0=4\pi\frac{N^2}{4}\,\overline{z^2(x^2-y^2)^2}
=\frac{15}{4}\left(2\cdot\frac{3}{105}-2\cdot\frac1{105}\right)=\frac17,$$

and $\langle q_{zz}\rangle=3/7-1=-4/7$. The trace of $q$ is zero and $x$ and $y$ are equivalent, so $\langle q_{xx}\rangle=\langle q_{yy}\rangle=2/7$. Off-diagonal elements vanish by reflection.

The sign has a simple meaning. The hole density lies mostly near the $xy$ plane. Moments that point along $z$ and sit beside the nucleus produce a field there opposite to their own direction.

In a real orbital the mean value of the imaginary antisymmetric $l_k$ is zero, so there is no orbital field at this order. With $\zeta\to0$ we get $A_\parallel=-P(\kappa+4/7)$ and $A_\perp=P(2/7-\kappa)$. In this limit $A_\perp$ changes sign at $\kappa=2/7$.

## 5. First order: the g shifts and the orbital field

Applying $l_z=-i(x\partial_y-y\partial_x)$ and its cyclic partners to $|0\rangle$ gives

$$l_z|0\rangle=-i\tfrac N2(-2xy-2xy)=2i|xy\rangle,$$
$$l_x|0\rangle=-i\tfrac N2(2yz)=-i|yz\rangle,\qquad
l_y|0\rangle=-i\tfrac N2(2xz)=-i|xz\rangle .$$

The orbital $z^2$ is not reached, so its energy does not enter at first order.

Spin-orbit coupling has no matrix element within the ground doublet, because $\langle0|\mathbf l|0\rangle=0$. It changes a ground state $|0\rangle\chi$ into

$$|0\rangle\chi-\sum_n\frac{|n\rangle\langle n|V|0\rangle}{\Delta_n}\chi .$$

An observable $O$ therefore acts within the doublet as

$$O_{\rm eff}=\langle0|O|0\rangle-\sum_{n}\frac{\langle0|O|n\rangle\langle n|V|0\rangle+\langle0|V|n\rangle\langle n|O|0\rangle}{\Delta_n},\tag{1}$$

where the matrix elements are taken over orbitals and the spin operators remain.

For $O=L_k$ the components $l_x,l_y,l_z$ lead to three different orbitals, so only the same component of $V$ can return to $|0\rangle$:

$$(L_k)_{\rm eff}=-2\lambda\frac{|\langle n_k|l_k|0\rangle|^2}{\Delta_{n_k}}\,S_k .$$

The Zeeman energy is $\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S)$. The operator $S_k$ does not connect different orbitals and has no correction at this order. With $\lambda=-\zeta$,

$$\delta g_\parallel=\frac{8\zeta}{\Delta_1},\qquad \delta g_\perp=\frac{2\zeta}{\Delta_2}.$$

Both shifts are positive. The factor of four between the numerators is $|2i|^2$ against $|-i|^2$.

The orbital hyperfine term is $P\,\mathbf I\cdot\mathbf L$, with the same operator $\mathbf L$. It becomes $P\sum_k\delta g_k\,I_kS_k$. Thus the g shift measures the orbital momentum that spin-orbit coupling has restored, and the nucleus feels the field of that same momentum. This step relies on the common $\langle r^{-3}\rangle$.

## 6. First order: the dipolar cross term

Spin-orbit coupling also changes the spin density seen by the dipolar operator. Put $O=P\sum_jq_{kj}S_j$ into (1), and write $q^{0n}$ and $l^{n0}$ for the orbital matrix elements:

$$\delta O_k=-\lambda P\sum_{n,i,j}\frac{q_{kj}^{0n}l_i^{n0}S_jS_i+l_i^{0n}q_{kj}^{n0}S_iS_j}{\Delta_n}.$$

Now $q^{n0}=q^{0n}$ while $l^{0n}=-l^{n0}$. The two products combine into a commutator, $[S_j,S_i]=i\sum_m\epsilon_{jim}S_m$, so

$$\delta O_k=-i\lambda P\sum_{n,i,j,m}\frac{q_{kj}^{0n}\,l_i^{n0}}{\Delta_n}\,\epsilon_{jim}S_m .$$

The required elements of $q$ are

$$q_{zx}^{0,xz}=3\cdot4\pi\frac{N^2}{2}\,\overline{x^2z^2(x^2-y^2)}
=3\cdot\frac{15}{2}\cdot\frac{3-1}{105}=\frac37,\qquad q_{zy}^{0,yz}=-\frac37 .$$

The second follows from exchanging $x$ and $y$, which reverses the sign of $|0\rangle$. The same exchange shows that $q_{xy}^{0,xy}$ equals minus itself and is zero.

**Parallel.** Take $k=m=z$. The pairs $(j,i)=(x,y)$ and $(y,x)$ contribute with $\epsilon=+1$ and $-1$:

$$-\frac{i\lambda P}{\Delta_2}\left[\frac37(-i)-\left(-\frac37\right)(-i)\right]
=-\frac{i\lambda P}{\Delta_2}\left(-\frac{6i}{7}\right)=-\frac{6\lambda P}{7\Delta_2}=\frac37P\,\delta g_\perp .$$

The perpendicular g shift appears in the parallel constant because the admixed orbitals are $xz$ and $yz$, which are reached through $l_y$ and $l_x$.

**Perpendicular.** Take $k=m=x$. The pairs are $(y,z)$ with $+1$ and $(z,y)$ with $-1$:

$$-i\lambda P\left[\frac{0\cdot 2i}{\Delta_1}-\frac37\,\frac{(-i)}{\Delta_2}\right]
=\frac{3\lambda P}{7\Delta_2}=-\frac3{14}P\,\delta g_\perp .$$

The orbital $xy$ drops out, so $\delta g_\parallel$ does not enter $A_\perp$. The correction is traceless: $3/7-2\cdot3/14=0$.

## 7. The sum and its isotropic part

The contact operator $-\kappa P\,\mathbf S\cdot\mathbf I$ does not connect different orbitals, so (1) leaves it unchanged. The parts are:

- contact: $-\kappa P$ in both directions;
- dipolar: $P(-\frac47+\frac37\delta g_\perp)$ parallel, $P(\frac27-\frac3{14}\delta g_\perp)$ perpendicular;
- orbital: $P\,\delta g_\parallel$ parallel, $P\,\delta g_\perp$ perpendicular.

Their sums are the formulas of Section 1, with $1-\frac3{14}=\frac{11}{14}$. The dipolar parts cancel in the isotropic average,

$$A_{\rm iso}=\frac{A_\parallel+2A_\perp}{3}=P\left(-\kappa+\frac{\delta g_\parallel+2\delta g_\perp}{3}\right).$$

The isotropic constant is therefore not a pure contact term. Reading a spin density at the nucleus directly from $A_{\rm iso}$ would include the orbital field.

The difference of the two constants does not contain $\kappa$:

$$A_\parallel-A_\perp=P\left(-\frac67+\delta g_\parallel-\frac5{14}\delta g_\perp\right).\tag{2}$$

For pure d orbitals, measured $g$ and $A$ thus give $P$ from (2), and then $\kappa$ from $A_\parallel$. The inversion loses accuracy as $\delta g_\parallel-\frac5{14}\delta g_\perp$ approaches $6/7$, where the bracket vanishes. If the hole is partly on the ligands, the $6/7$ is multiplied by the d weight of the ground orbital (Section 10), and (2) used as it stands returns an effective $P$ well below the ionic value.

## 8. A second case: the hole in z2

The same steps apply when the hole sits in $|0\rangle=\frac{N}{2\sqrt3}(2z^2-x^2-y^2)$. The density is now weighted toward the axis, with a smaller part in an equatorial ring, and $\langle z^2\rangle_0=11/21$ gives $\langle q_{zz}\rangle=+4/7$. The angular momentum acts as

$$l_z|0\rangle=0,\qquad l_x|0\rangle=-i\sqrt3\,|yz\rangle,\qquad l_y|0\rangle=i\sqrt3\,|xz\rangle,$$

so that $\delta g_\parallel=0$ and $\delta g_\perp=6\zeta/\Delta$, with $\Delta$ the gap to $xz,yz$. The dipolar elements are $q_{zx}^{0,xz}=q_{zy}^{0,yz}=\sqrt3/7$. The parallel cross term is

$$-\frac{i\lambda P}{\Delta}\left[\frac{\sqrt3}{7}\,i\sqrt3-\frac{\sqrt3}{7}(-i\sqrt3)\right]=\frac{6\lambda P}{7\Delta}=-\frac17P\,\delta g_\perp .$$

For $k=m=x$ the pair $(y,z)$ drops out because $l_z|0\rangle=0$, and the pair $(z,y)$ gives $-\frac{i\lambda P}{\Delta}\left[-\frac{\sqrt3}{7}\,i\sqrt3\right]=-\frac{3\lambda P}{7\Delta}=+\frac1{14}P\,\delta g_\perp$. The correction is again traceless, as it must be, since the symmetric $q_{kj}$ contracted with $\epsilon_{jik}$ vanishes. Hence

$$A_\parallel=P\left(-\kappa+\tfrac47-\tfrac17\delta g_\perp\right),\qquad A_\perp=P\left(-\kappa-\tfrac27+\tfrac{15}{14}\delta g_\perp\right).$$

The two cases differ in the sign of the leading dipolar term and in whether $g_\parallel$ is shifted at first order. They also differ in the meaning of $\kappa$. Axial symmetry allows $z^2$, but not $x^2-y^2$, to mix with the metal 4s orbital. This puts density parallel to the total spin directly at the nucleus and lowers $\kappa$, so a value of $\kappa$ cannot be carried over from one case to the other.

## 9. A worked example

Take a model ion with gaps of 16000 cm$^{-1}$ to $xy$, 20000 cm$^{-1}$ to $xz,yz$ and 14000 cm$^{-1}$ to $z^2$. Let $\zeta=500$ cm$^{-1}$, $g_N=1.5$, $\langle r^{-3}\rangle=7\,a_0^{-3}$ and $\kappa=0.3$. These are round parameters, not those of a named material. They give $P/h=1001.8$ MHz, and this $\kappa$ corresponds to $\rho_s(0)=-0.25\,a_0^{-3}$. The g shifts are

$$\delta g_\parallel=\frac{8\cdot500}{16000}=0.25,\qquad\delta g_\perp=\frac{2\cdot500}{20000}=0.05 .$$

In MHz, and in the order contact, zeroth-order dipolar, orbital, dipolar cross term,

$$A_\parallel/h=-300.5-572.5+250.5+21.5\approx-601,$$
$$A_\perp/h=-300.5+286.2+50.1-10.7\approx25 .$$

In wavenumbers these are $-200.5$ and $8.4$ in units of $10^{-4}$ cm$^{-1}$. The parallel constant is large because the contact and dipolar terms add. In the perpendicular constant they nearly cancel, since $\kappa$ is close to $2/7$, and the spin-orbit terms decide the sign.

**Comparison with full diagonalization.** The crystal field and spin-orbit coupling were also diagonalized in the space of the nine-electron determinants, without the hole picture or perturbation theory. This is the full solution of the same d-shell model. It still leaves out covalency and takes $\kappa$ as given. It yields $A_\parallel/h=-606.2$ MHz and $A_\perp/h=25.4$ MHz. Relative to these values the first-order results are off by 0.8% and 1.6%.

The close agreement of $A_\perp$ is partly a cancellation. The diagonalized shifts are $\delta g_\parallel=0.2445$ and $\delta g_\perp=0.0461$. Put into the formulas, they give $-608.3$ and $21.9$ MHz. The parallel value improves, but the perpendicular one is now 3.5 MHz too low, which is 14% of $A_\perp$ though only 0.35% of $P$. The second-order terms contained in $\delta g_\perp$ and those outside it have opposite signs here. When $A_\perp$ is small, its relative error says little about the quality of the formula.

Tests on the same model confirm the first-order coefficients of each part for three sets of gaps. They also show that at small $\zeta$ the remaining error grows by factors of 4.01 (parallel) and 3.98 (perpendicular) when $\zeta$ doubles, as a neglected quadratic term requires. Keeping $g_e/2$ in the dipolar term shifts the constants by $-0.6$ and $+0.3$ MHz, less than the second-order error of the formula with diagonalized shifts.

**Inversion.** Treat the diagonalized values as data. Equation (2) gives

$$P/h=\frac{-606.2-25.4}{-0.8571+0.2445-0.0165}\ {\rm MHz}\approx1004\ {\rm MHz},$$

$$\kappa=-0.5714+0.2445+0.0198+\frac{606.2}{1004}\approx0.297 .$$

The errors relative to the input are 0.2% in $P$ and 1.1% in $\kappa$.

Suppose instead that only $|A_\perp|$ is known and the negative sign is chosen. The numerator becomes $-606.2+25.4=-580.8$, so $P/h\approx923$ MHz and $\kappa\approx0.35$. This wrong choice does far more harm than the first-order approximation, and the resulting numbers do not look absurd. Reversing both signs reverses $P$ and leaves $\kappa$ unchanged, so the overall sign is fixed by $P$ having the sign of $g_N$. The relative sign of $A_\parallel$ and $A_\perp$ has to be settled by separate evidence.

## 10. Use with PAW calculations, and limits of validity

In a PAW calculation the smooth pseudo-orbital $\tilde\psi$ differs from the true orbital inside a sphere around the nucleus, where the hyperfine operators are largest. There $\tilde\psi=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle$, with projectors $\tilde p_i$, and the true orbital has the same coefficients with $\phi_i$ in place of $\tilde\phi_i$. For a local operator $O$, and complete partial waves, the mean value is

$$\langle\tilde\psi|O|\tilde\psi\rangle+\sum_{ij}\langle\tilde\psi|\tilde p_i\rangle\big(\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle\big)\langle\tilde p_j|\tilde\psi\rangle .$$

Applied to the spin density without spin-orbit coupling, this supplies the zeroth-order dipolar term and the valence part of the contact term. The dipolar term so obtained includes the spin polarization of the other electrons and can differ from $-\frac47P$ by several percent even when the singly occupied orbital is pure d. Spin polarization of the core must be added if the core is frozen. The terms in $\delta g$ are absent from such a calculation, because they arise from the response to spin-orbit coupling. In the example the orbital part alone is 250 MHz, so comparing a calculation of this kind with a measured $A_\parallel$ requires that response.

Three situations in which the derived formulas fail are easy to recognize; the list is not complete.

- If $\Delta_1$ or $\Delta_2$ becomes comparable with $\zeta$, expansion (1) breaks down. The gap to $z^2$ is not such a case, as long as the $x^2-y^2$ doublet stays lowest and that gap stays large compared with the Zeeman energy. With a fourfold axis $L_z+S_z$ is conserved modulo 4; it equals $\pm3/2$ for the $x^2-y^2$ doublet and $\pm1/2$ for the $z^2$ doublet, so the two do not mix. This holds for a rigid ion with an exact fourfold axis. A rhombic strain or vibration that couples the two orbitals with an energy $\epsilon$ mixes them with an amplitude of order $\epsilon$ divided by the gap, so for a real site a small gap to $z^2$ leads to the third case below. The gap must also be large compared with such couplings and with $k_BT$.
- If the hole spreads onto the ligands, the matrix elements of $\mathbf l$ and $q$ lose their pure d values. The numbers $4/7$ and $2/7$ are then multiplied by the d weight of the ground orbital. The factors multiplying $\delta g$ change when the ligand parts of the orbitals contribute to the matrix elements of $\mathbf l$, because that momentum enters the g shift but not the metal-centred hyperfine operator. If it is neglected, the g shifts and the spin-orbit hyperfine terms scale alike and the factors keep their values.
- If lower symmetry mixes $z^2$ into the ground orbital, the $x$ and $y$ components of $A$ become unequal at first order in the admixture, because $q_{xx}$ and $q_{yy}$ connect the two orbitals with elements $\mp2\sqrt3/7$. The operator $q_{zz}$ does not connect them, so $\langle q_{zz}\rangle$ moves away from $-4/7$, toward $+4/7$, only at second order in the admixture.

The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
gap x2-y2 to xy: 16000 cm^-1
gap x2-y2 to xz,yz: 20000 cm^-1
gap x2-y2 to z2: 14000 cm^-1
spin-orbit constant zeta: 500 cm^-1
nuclear g factor g_N: 1.5
<r^-3>: 7.0 a0^-3
kappa: 0.3
free-electron g_e: 2.002319
P/h: 1001.81 MHz
spin density at nucleus implied by kappa: -0.2504 a0^-3
contact field factor from current (8pi/3): 8.377580
dipolar zz average from current (-4/7): -0.571429
q_zz in x2-y2: -0.571429
q_xx in x2-y2: 0.285714
q_zx between x2-y2 and xz: 0.428571
q_zy between x2-y2 and yz: -0.428571
first-order dg_par: 0.2500
first-order dg_perp: 0.0500
first-order g_par: 2.2523
first-order g_perp: 2.0523
contact part, par and perp: -300.54 MHz
dipolar part of order zero, par: -572.46 MHz
dipolar part of order zero, perp: 286.23 MHz
orbital part, par: 250.45 MHz
orbital part, perp: 50.09 MHz
dipolar cross part, par: 21.47 MHz
dipolar cross part, perp: -10.73 MHz
A_par/h, first-order formula: -601.09 MHz
A_perp/h, first-order formula: 25.05 MHz
A_par/hc, first-order formula: -200.50 1e-4 cm^-1
A_perp/hc, first-order formula: 8.35 1e-4 cm^-1
dg_par, diagonalization: 0.2445
dg_perp, diagonalization: 0.0461
A_par/h, diagonalization: -606.23 MHz
A_perp/h, diagonalization: 25.44 MHz
A_par/h, formula with diagonalized dg: -608.29 MHz
A_perp/h, formula with diagonalized dg: 21.95 MHz
change of A_par/h if g_e/2 is kept: -0.64 MHz
change of A_perp/h if g_e/2 is kept: 0.32 MHz
error ratio on doubling zeta, par: 4.011
error ratio on doubling zeta, perp: 3.981
P/h recovered from diagonalized g and A: 1004.09 MHz
kappa recovered from diagonalized g and A: 0.2966
```
